# Spin switching in a double passage of a surface crossing: a program that tests the result

```python
"""
Result under test: a molecule in spin state 1 passes a diabatic crossing twice.
If a switched molecule never meets the crossing again, the total switching
probability is 1 - p^2, with the single-pass spin-retaining probability
    p = exp(-2 pi H^2 / (hbar v |F1 - F2|)),   q = 1 - p.
If switched molecules do return, the phase-averaged result is instead
    2 q / (1 + q)   for slopes F1, F2 of opposite sign (closed upper arm),
    2 p q           for slopes of equal sign (both states reflect).
H: spin-orbit coupling; v: speed at the crossing; F1, F2: diabatic slopes.
E: energy above the crossing. Internal units: eV, nm, fs.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

HBAR = sc.hbar / sc.e * 1e15                       # eV fs
MASS_U = 32.0
MASS_KG = MASS_U * sc.atomic_mass
MASS = MASS_KG * 1e12 / sc.e                       # eV fs^2 / nm^2
KINETIC = HBAR**2 / (2 * MASS)                     # eV nm^2


def speed(energy):
    return np.sqrt(2 * energy / MASS)


def retain(energy, coupling, slope_difference):
    rate = speed(energy) * slope_difference
    return np.exp(-2 * np.pi * coupling**2 / (HBAR * rate))


# ---- Time-dependent sweeps: n degenerate states cross one other state ----
def sweep(couplings, end_time=30.0):
    """Propagator between adiabatic states; hbar = sweep rate = 1."""
    n = len(couplings)
    slopes = np.diag([0.5] * n + [-0.5])
    mixing = np.zeros((n + 1, n + 1))
    mixing[:n, n] = mixing[n, :n] = couplings

    def derivative(t, y):
        return (-1j * ((slopes * t + mixing) @ y.reshape(n + 1, n + 1))).ravel()

    start = np.linalg.eigh(-slopes * end_time + mixing)[1]
    end = np.linalg.eigh(slopes * end_time + mixing)[1]
    solution = solve_ivp(derivative, (-end_time, end_time),
                         start.astype(complex).ravel(), method="DOP853",
                         rtol=1e-8, atol=1e-10)
    assert solution.success
    return end.T @ solution.y[:, -1].reshape(n + 1, n + 1)


def two_sweeps(forward, backward):
    """Single and double switching; first-pass switched part is removed.
    The return propagator is the transpose, as the Hamiltonian is real."""
    n = forward.shape[0] - 1
    first = forward[0, :n]
    kept = forward[1:, :n]
    second = backward[1:, n] @ kept
    single = np.sum(abs(first)**2) / n
    return single, single + np.sum(abs(second)**2) / n


g1, g2 = 0.30, 0.40
sweep1, sweep2 = sweep([g1]), sweep([g2])
p1, p2 = np.exp(-2 * np.pi * g1**2), np.exp(-2 * np.pi * g2**2)
single_ode, double_ode = two_sweeps(sweep1, sweep1)
unequal_ode = two_sweeps(sweep1, sweep2)[1]
assert abs(single_ode - (1 - p1)) < 1e-3
assert abs(double_ode - (1 - p1**2)) < 1e-3
assert abs(unequal_ode - (1 - p1 * p2)) < 1e-3

triplet = np.array([0.20, 0.30, 0.10])
triplet_sweep = sweep(triplet)
triplet_ode = two_sweeps(triplet_sweep, triplet_sweep)[1]
p_bright = np.exp(-2 * np.pi * np.sum(triplet**2))
triplet_formula = (1 - p_bright**2) / 3
assert abs(triplet_ode - triplet_formula) < 1e-3

# ---- Stationary two-channel quantum scattering on a grid ----
STEP = 2.0e-4
X = np.arange(-2000, 2001) * STEP
ENVELOPE = np.exp(-(X / 0.10)**2)    # coupling vanishes far from the crossing


def ramp(x, slope, depth, bend=0.015):
    """Linear through zero at x = 0, level at -depth on the low side."""
    return -depth + bend * np.logaddexp(0, (slope * x + depth) / bend)


def scatter(energy, v1, v2, coupling):
    """Arrive from the left in state 1; return flux switched right, left."""
    hop = KINETIC / STEP**2
    size = 2 * len(X)
    band = np.zeros((5, size), complex)
    band[0, 2:] = band[4, :-2] = -hop
    band[1, 1::2] = band[3, 0::2] = coupling * ENVELOPE
    band[2, 0::2] = 2 * hop + v1 - energy
    band[2, 1::2] = 2 * hop + v2 - energy
    edge = np.array([v1[0], v2[0], v1[-1], v2[-1]])
    cosine = 1 - (energy - edge) / (2 * hop)
    phase = cosine + 1j * np.sqrt(1 - cosine**2 + 0j)
    band[2, [0, 1, size - 2, size - 1]] -= hop * phase
    source = np.zeros(size, complex)
    source[0] = hop * (1 / phase[0] - phase[0])
    wave = solve_banded((2, 2), band, source)
    flux = phase.imag / phase[0].imag
    right = flux[3] * abs(wave[-1])**2
    left = flux[1] * abs(wave[1])**2
    unswitched = abs(wave[0] - 1)**2 + flux[2] * abs(wave[-2])**2
    assert abs(right + left + unswitched - 1) < 1e-6
    return right, left


def phase_average(v1, v2, coupling, count):
    """Smooth energy window that covers many interference periods."""
    energies = np.linspace(0.46, 0.54, count)
    weight = np.sin(np.pi * np.arange(count) / (count - 1))**2
    total = [sum(scatter(e, v1, v2, coupling)) for e in energies]
    return np.dot(weight, total) / weight.sum()


test_energy, test_slope = 0.50, 4.0
plateau = np.zeros_like(X)
scattering_table = []
for h_test in (0.012, 0.025):
    p = retain(test_energy, h_test, test_slope)
    q = 1 - p
    open_exact = sum(scatter(test_energy, ramp(X, 4.0, 0.6), plateau, h_test))
    closed_exact = phase_average(ramp(X, 2.0, 0.3), ramp(-X, 2.0, 0.3),
                                 h_test, 200)
    same_exact = phase_average(ramp(X, 6.0, 0.9), ramp(X, 2.0, 0.3),
                               h_test, 80)
    assert abs(open_exact - (1 - p**2)) < 0.010
    assert abs(closed_exact - 2 * q / (1 + q)) < 0.015
    assert abs(same_exact - 2 * p * q) < 0.015
    scattering_table.append((h_test, p, open_exact, 1 - p**2, closed_exact,
                             2 * q / (1 + q), same_exact, 2 * p * q))

# ---- Largest excess of 1 - p^2 over the opposite-slope result ----
worst = minimize_scalar(lambda s: -((1 - (1 - s)**2) - 2 * s / (1 + s)),
                        bounds=(0, 1), method="bounded",
                        options={"xatol": 1e-10})
golden = (np.sqrt(5) - 1) / 2
assert abs(worst.x - golden) < 1e-5
assert abs(-worst.fun - golden**5) < 1e-9

# ---- Worked example: round parameters, oxygen-like molecule ----
barrier, coupling, slope_diff, excess = 0.30, 0.012, 4.0, 0.10
temperature, pressure_torr, site_area, energy_loss = 573.0, 1.0, 0.10, 0.03
kt = sc.k * temperature / sc.e
v = speed(excess)
p = retain(excess, coupling, slope_diff)
q = 1 - p
main_result = 1 - p**2
p_return = retain(excess - energy_loss, coupling, slope_diff)
exact_plateau = sum(scatter(excess, ramp(X, 4.0, barrier), plateau, coupling))
pass_time = np.sqrt(HBAR / (v * slope_diff))
return_time = 2 * MASS * v / slope_diff


def thermal(function):
    return quad(lambda u: np.exp(-u) * function(
        retain(u * kt, coupling, slope_diff)), 0, 40, limit=200)[0]


thermal_open = thermal(lambda s: 1 - s**2)
thermal_closed = thermal(lambda s: 2 * (1 - s) / (2 - s))

spacing_open = 0.002
e_open = np.arange(0.5, 210) * spacing_open
exact_open = np.array([sum(scatter(e, ramp(X, 4.0, barrier), plateau, coupling))
                       for e in e_open])
thermal_open_exact = np.sum(np.exp(-e_open / kt) * exact_open) * spacing_open / kt

spacing = 0.001
e_closed = (np.arange(-80, 420) + 0.5) * spacing
exact_closed = np.array([sum(scatter(e, ramp(X, 2.0, barrier),
                                     ramp(-X, 2.0, barrier), coupling))
                         for e in e_closed])
parts = np.exp(-e_closed / kt) * exact_closed * spacing / kt
below, above = parts[e_closed < 0].sum(), parts[e_closed > 0].sum()
near = exact_closed[abs(e_closed - excess) < 0.01]

reach = np.exp(-barrier / kt)
pressure = pressure_torr * sc.torr
flux = pressure / np.sqrt(2 * np.pi * MASS_KG * sc.k * temperature) * 1e-18
per_collision = reach * thermal_open / 3
site_rate = flux * site_area * per_collision

print("TESTS")
print(f"sweep couplings g1, g2 (dimensionless): {g1:.2f}, {g2:.2f}")
print(f"one sweep g1: integrated {single_ode:.5f}, formula {1-p1:.5f}")
print(f"two sweeps g1: integrated {double_ode:.5f}, formula {1-p1**2:.5f}")
print(f"sweeps g1 then g2: {unequal_ode:.5f}, formula {1-p1*p2:.5f}")
print(f"triplet, two sweeps: {triplet_ode:.5f}, formula {triplet_formula:.5f}")
print(f"scattering tests: E = {test_energy:.2f} eV, "
      f"slope difference {test_slope:.1f} eV/nm")
for row in scattering_table:
    print(f"coupling {1000*row[0]:.0f} meV, p = {row[1]:.4f}")
    print(f"  open plateau: scattering {row[2]:.4f}, 1-p^2 {row[3]:.4f}")
    print(f"  opposite slopes: averaged {row[4]:.4f}, 2q/(1+q) {row[5]:.4f}")
    print(f"  equal-sign slopes: averaged {row[6]:.4f}, 2pq {row[7]:.4f}")
print(f"largest excess over 2q/(1+q): {-worst.fun:.5f} at q = {worst.x:.5f}")
print("EXAMPLE INPUTS")
print(f"mass {MASS_U:.1f} u; crossing height {barrier:.2f} eV")
print(f"coupling {1000*coupling:.0f} meV; slope difference {slope_diff:.1f} eV/nm")
print(f"excess energy {excess:.2f} eV; temperature {temperature:.0f} K")
print(f"pressure {pressure_torr:.1f} Torr; site area {site_area:.2f} nm^2")
print("EXAMPLE RESULTS")
print(f"speed at crossing: {v*1e6:.1f} m/s")
print(f"exponent -ln p: {-np.log(p):.4f}")
print(f"p: {p:.4f}; q: {q:.4f}; second-pass share pq: {p*q:.4f}")
print(f"switching probability 1-p^2: {main_result:.4f} = {100*main_result:.2f} %")
print(f"same model, quantum scattering: {exact_plateau:.4f}")
print(f"duration of one pass (scale): {pass_time:.1f} fs")
print(f"time between passes: {return_time:.1f} fs")
print(f"kT: {1000*kt:.2f} meV")
print(f"thermal mean of 1-p^2 above crossing: {thermal_open:.4f}")
print(f"Boltzmann factor to reach crossing: {reach:.3e}")
print(f"switching per collision, triplet factor included: {per_collision:.3e}")
print(f"collision flux: {flux:.3e} per nm^2 per s")
print(f"switching events per site: {site_rate:.1f} per s")
print("NEGLECTED EFFECTS")
print(f"opposite slopes with return, 2q/(1+q): {2*q/(1+q):.4f}")
print(f"equal-sign slopes with return, 2pq: {2*p*q:.4f}")
print(f"energy loss between passes (input): {energy_loss:.2f} eV")
print(f"with that loss, 1-p1*p2: {1-p*p_return:.4f}")
print(f"unpolarized triplet, (1-p^2)/3: {main_result/3:.4f}")
print(f"plateau thermal mean from scattering: {thermal_open_exact:.4f}")
print(f"opposite slopes, thermal mean of 2q/(1+q): {thermal_closed:.4f}")
print(f"opposite slopes, scattering above crossing: {above:.4f}")
print(f"opposite slopes, scattering below crossing: {below:.4f}")
print(f"opposite slopes, scattering total / formula: "
      f"{(above+below)/thermal_closed:.4f}")
print(f"interference range within 10 meV of E: {near.min():.4f} to {near.max():.4f}")
print("verified")
```

It prints:

```
TESTS
sweep couplings g1, g2 (dimensionless): 0.30, 0.40
one sweep g1: integrated 0.43193, formula 0.43192
two sweeps g1: integrated 0.67730, formula 0.67728
sweeps g1 then g2: 0.79213, formula 0.79212
triplet, two sweeps: 0.27595, formula 0.27594
scattering tests: E = 0.50 eV, slope difference 4.0 eV/nm
coupling 12 meV, p = 0.8204
  open plateau: scattering 0.3284, 1-p^2 0.3269
  opposite slopes: averaged 0.3059, 2q/(1+q) 0.3044
  equal-sign slopes: averaged 0.2960, 2pq 0.2946
coupling 25 meV, p = 0.4236
  open plateau: scattering 0.8261, 1-p^2 0.8206
  opposite slopes: averaged 0.7384, 2q/(1+q) 0.7313
  equal-sign slopes: averaged 0.4866, 2pq 0.4883
largest excess over 2q/(1+q): 0.09017 at q = 0.61803
EXAMPLE INPUTS
mass 32.0 u; crossing height 0.30 eV
coupling 12 meV; slope difference 4.0 eV/nm
excess energy 0.10 eV; temperature 573 K
pressure 1.0 Torr; site area 0.10 nm^2
EXAMPLE RESULTS
speed at crossing: 776.6 m/s
exponent -ln p: 0.4425
p: 0.6424; q: 0.3576; second-pass share pq: 0.2297
switching probability 1-p^2: 0.5873 = 58.73 %
same model, quantum scattering: 0.5889
duration of one pass (scale): 14.6 fs
time between passes: 128.8 fs
kT: 49.38 meV
thermal mean of 1-p^2 above crossing: 0.7737
Boltzmann factor to reach crossing: 2.298e-03
switching per collision, triplet factor included: 5.927e-04
collision flux: 2.594e+06 per nm^2 per s
switching events per site: 153.7 per s
NEGLECTED EFFECTS
opposite slopes with return, 2q/(1+q): 0.5268
equal-sign slopes with return, 2pq: 0.4594
energy loss between passes (input): 0.03 eV
with that loss, 1-p1*p2: 0.6215
unpolarized triplet, (1-p^2)/3: 0.1958
plateau thermal mean from scattering: 0.7745
opposite slopes, thermal mean of 2q/(1+q): 0.7029
opposite slopes, scattering above crossing: 0.7206
opposite slopes, scattering below crossing: 0.2204
opposite slopes, scattering total / formula: 1.3387
interference range within 10 meV of E: 0.0001 to 0.7888
verified
```
